# Electron decay length in a barrier, with its first corrections: a numerical check

```python
# Result under test: an electron at energy Delta below a barrier edge has an
# envelope tail exp(-x/l), l = hbar/sqrt(2 m Delta), m = mass in the barrier.
# For m = 0.067 m_e and Delta = 0.25 eV this gives l of about 1.5 nm.
# Symbols: V0 band offset, E level above the well bottom, L well width,
# Eg barrier gap, F electric field. Lengths in nm, energies in eV,
# masses in units of the free-electron mass.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy

HBAR2_OVER_ME = sc.hbar**2 / (sc.m_e * sc.e) * 1e18   # eV nm^2
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9

mass_well = 0.067
depth = 0.25
offset = 0.28
mass_barrier = 0.097
gap_barrier = 1.9
field_MV_cm = 0.05
temperature = 300.0
mass_X = 1.1
X_above_gamma = 0.10
distance = 5.0


def decay_length(mass, energy_below_edge):
    return np.sqrt(HBAR2_OVER_ME / (2 * mass * energy_below_edge))


def ground_state(width, mass_outside, k_parallel_squared=0.0, n=400):
    """Flux-conserving grid Hamiltonian with position-dependent mass."""
    step = width / (2 * n)
    index = np.arange(-5 * n, 5 * n + 1)
    midpoints = np.arange(-5 * n - 0.5, 5 * n + 1.0, 1.0)
    inverse_mass = np.where(np.abs(midpoints) < n,
                            1 / mass_well, 1 / mass_outside)
    left, right = inverse_mass[:-1], inverse_mass[1:]
    potential = np.where(np.abs(index) > n, offset, 0.0)
    potential[np.abs(index) == n] = offset / 2
    half = HBAR2_OVER_ME / 2
    diagonal = half * (left + right) / step**2 + potential
    diagonal += half * k_parallel_squared * (left + right) / 2
    off_diagonal = -half * inverse_mass[1:-1] / step**2
    energy, vector = eigh_tridiagonal(diagonal, off_diagonal,
                                      select="i", select_range=(0, 0))
    return energy[0], np.abs(vector[:, 0]), (index - n) * step


def fitted_tail(psi, x):
    region = (x > 2.0) & (x < 8.0)
    return -1 / np.polyfit(x[region], np.log(psi[region]), 1)[0]


# Main estimate and a well that holds the state
length = decay_length(mass_well, depth)
kappa = 1 / length
free_length = decay_length(1.0, 1.0)
level = offset - depth
k_well = np.sqrt(2 * mass_well * level / HBAR2_OVER_ME)
width = 2 / k_well * np.arctan(kappa / k_well)
outside = level / offset * length / (width / 2 + length)
density_drop = np.exp(-2 * distance / length)

E_grid, psi, x = ground_state(width, mass_well)
length_grid = fitted_tail(psi, x)
weights = np.where(x > 0, 1.0, 0.0)
weights[np.argmin(np.abs(x))] = 0.5
outside_grid = 2 * np.sum(weights * psi**2) / np.sum(psi**2)
log_psi = np.interp([0.0, distance], x, np.log(psi))
drop_grid = np.exp(2 * (log_psi[1] - log_psi[0]))
assert abs(E_grid - level) < 2e-5
assert abs(length_grid / length - 1) < 1e-3
assert abs(outside_grid / outside - 1) < 2e-3
assert abs(drop_grid / density_drop - 1) < 3e-3
assert abs(length - 1.5) < 0.05

# Heavier mass in the barrier: the tail must follow the barrier mass
length_heavy = decay_length(mass_barrier, depth)
E_heavy, psi_heavy, x = ground_state(width, mass_barrier)
tail_heavy = fitted_tail(psi_heavy, x)
depth_heavy = offset - E_heavy
assert abs(tail_heavy / decay_length(mass_barrier, depth_heavy) - 1) < 1e-3
assert abs(tail_heavy / decay_length(mass_well, depth_heavy) - 1) > 0.1

# Two-band barrier: check edge mass and the continued evanescent state
P_squared = HBAR2_OVER_ME * gap_barrier / (2 * mass_barrier)


def two_band_energy(wave_number):
    coupling = np.sqrt(P_squared) * wave_number
    matrix = np.array([[0, coupling], [coupling, -gap_barrier]], complex)
    return np.max(np.linalg.eigvals(matrix).real)


length_two_band = length_heavy / np.sqrt(1 - depth / gap_barrier)
small_k = 0.01
edge_mass = HBAR2_OVER_ME * small_k**2 / (2 * two_band_energy(small_k))
assert abs(edge_mass / mass_barrier - 1) < 1e-3
assert abs(two_band_energy(1j / length_two_band) + depth) < 1e-9

# In-plane kinetic energy kT with different masses in well and barrier
kT = sc.k * temperature / sc.e
depth_loss = kT * (1 - mass_well / mass_barrier)
length_thermal = decay_length(mass_barrier, depth - depth_loss)
k_parallel_squared = 2 * mass_well * kT / HBAR2_OVER_ME
_, psi_moving, x = ground_state(width, mass_barrier, k_parallel_squared)
tail_moving = fitted_tail(psi_moving, x)
predicted_moving = decay_length(mass_barrier, depth_heavy - depth_loss)
# tolerance allows for the small part of the state lying in the barrier
assert abs(tail_moving / predicted_moving - 1) < 3e-3
assert tail_moving / tail_heavy - 1 > 0.01
boltzmann = np.exp(-depth / kT)

# Field lowering the barrier outward: exact Airy tail against semiclassics
force = field_MV_cm * 0.1                              # eV/nm
theta = (HBAR2_OVER_ME / (2 * mass_well) * force**2) ** (1 / 3)


def decay_exponent(position):
    remaining = max(0.0, 1 - force * position / depth)
    return 2 * kappa * depth / (3 * force) * (1 - remaining**1.5)


_, _, bi_start, slope_start = airy(depth / theta)
_, _, bi_end, _ = airy((depth - force * distance) / theta)
length_field = theta / force * bi_start / slope_start
amplitude_field = bi_end / bi_start
semiclassical = (depth / (depth - force * distance)) ** 0.25
semiclassical *= np.exp(-decay_exponent(distance))
assert abs(amplitude_field / semiclassical - 1) < 2e-3
first_order = length / (1 - force / (4 * kappa * depth))
assert abs(length_field / first_order - 1) < 1e-3
exit_distance = depth / force
escape_factor = np.exp(-2 * decay_exponent(exit_distance))
length_X = decay_length(mass_X, depth + X_above_gamma)

print("INPUTS (masses in free-electron masses)")
print(f"mass used in the estimate: {mass_well:.3f}")
print(f"depth below barrier edge: {depth:.2f} eV")
print(f"hbar^2/m_e: {HBAR2_OVER_ME:.5f} eV nm^2")
print(f"band offset, rough: {offset:.2f} eV")
print(f"barrier mass, rough: {mass_barrier:.3f}")
print(f"barrier gap, rough: {gap_barrier:.1f} eV")
print(f"field: {field_MV_cm:.2f} MV/cm")
print(f"temperature: {temperature:.0f} K")
print("MAIN ESTIMATE")
print(f"free electron, 1 eV deep, length: {free_length:.4f} nm")
print(f"square root of mass times depth: {np.sqrt(mass_well*depth):.4f}")
print(f"decay constant kappa: {kappa:.4f} 1/nm")
print(f"amplitude decay length: {length:.3f} nm")
print(f"same length: {length/BOHR_NM:.2f} bohr")
print(f"density decay length: {length/2:.3f} nm")
for other in (0.20, 0.30):
    value = decay_length(mass_well, other)
    print(f"amplitude length at depth {other:.2f} eV: {value:.3f} nm")
print("WELL HOLDING THE STATE, EQUAL MASSES")
print(f"level above well bottom: {level:.3f} eV")
print(f"wave number in well: {k_well:.4f} 1/nm")
print(f"well width: {width:.3f} nm")
print(f"level from grid: {E_grid:.5f} eV")
print(f"tail length from grid: {length_grid:.4f} nm")
print(f"probability outside, formula: {100*outside:.3f} %")
print(f"probability outside, grid: {100*outside_grid:.3f} %")
print(f"distance into barrier for drop: {distance:.1f} nm")
print(f"density ratio over it, formula: {density_drop:.3e}")
print(f"density ratio over it, grid: {drop_grid:.3e}")
print("NEGLECTED EFFECTS")
print(f"length with barrier mass: {length_heavy:.3f} nm")
print(f"depth in same well, barrier mass: {depth_heavy:.4f} eV")
print(f"grid tail in same well, barrier mass: {tail_heavy:.3f} nm")
print(f"length, barrier mass and two bands: {length_two_band:.3f} nm")
print(f"thermal energy kT: {1000*kT:.2f} meV")
print(f"depth loss, in-plane energy kT: {1000*depth_loss:.2f} meV")
print(f"length, barrier mass and in-plane kT: {length_thermal:.3f} nm")
print(f"Boltzmann factor to barrier edge: {boltzmann:.2e}")
print(f"length at interface in field, mass 0.067: {length_field:.3f} nm")
print(f"amplitude ratio over 5 nm, no field: {np.sqrt(density_drop):.4f}")
print(f"amplitude ratio over 5 nm, field: {amplitude_field:.4f}")
print(f"distance to exit point in field: {exit_distance:.1f} nm")
print(f"escape exponential factor: {escape_factor:.2e}")
print(f"X-valley mass, rough: {mass_X:.1f}")
print(f"X edge above Gamma edge, rough: {X_above_gamma:.2f} eV")
print(f"X-valley tail length, indication: {length_X:.2f} nm")
print("finished without a failed check")
```

Printed output:

```
INPUTS (masses in free-electron masses)
mass used in the estimate: 0.067
depth below barrier edge: 0.25 eV
hbar^2/m_e: 0.07620 eV nm^2
band offset, rough: 0.28 eV
barrier mass, rough: 0.097
barrier gap, rough: 1.9 eV
field: 0.05 MV/cm
temperature: 300 K
MAIN ESTIMATE
free electron, 1 eV deep, length: 0.1952 nm
square root of mass times depth: 0.1294
decay constant kappa: 0.6630 1/nm
amplitude decay length: 1.508 nm
same length: 28.50 bohr
density decay length: 0.754 nm
amplitude length at depth 0.20 eV: 1.686 nm
amplitude length at depth 0.30 eV: 1.377 nm
WELL HOLDING THE STATE, EQUAL MASSES
level above well bottom: 0.030 eV
wave number in well: 0.2297 1/nm
well width: 10.774 nm
level from grid: 0.03000 eV
tail length from grid: 1.5082 nm
probability outside, formula: 2.344 %
probability outside, grid: 2.344 %
distance into barrier for drop: 5.0 nm
density ratio over it, formula: 1.320e-03
density ratio over it, grid: 1.320e-03
NEGLECTED EFFECTS
length with barrier mass: 1.253 nm
depth in same well, barrier mass: 0.2522 eV
grid tail in same well, barrier mass: 1.248 nm
length, barrier mass and two bands: 1.345 nm
thermal energy kT: 25.85 meV
depth loss, in-plane energy kT: 8.00 meV
length, barrier mass and in-plane kT: 1.274 nm
Boltzmann factor to barrier edge: 6.31e-05
length at interface in field, mass 0.067: 1.520 nm
amplitude ratio over 5 nm, no field: 0.0363
amplitude ratio over 5 nm, field: 0.0406
distance to exit point in field: 50.0 nm
escape exponential factor: 6.35e-20
X-valley mass, rough: 1.1
X edge above Gamma edge, rough: 0.10 eV
X-valley tail length, indication: 0.31 nm
finished without a failed check
```
